# Brillouin-zone integration with shifted FFT grids, symmetry reduction and adaptive refinement, part 2

A Wannier-interpolated quantity \(F\) is integrated over the Brillouin zone, \(I=\int_{[0,1)^2}F(s)\,d^2s\), on a square lattice of constant \(a\), with \(k=2\pi s/a\) and Hartree atomic units. The Hamiltonian has \(N_R\) terms \(H(R)\). A uniform mesh has \(N=nM\) points per axis. Each shift \(x=j_K/M\) (\(K\) in the output) is one FFT grid of \(P=n^d\) points in \(d\) dimensions:
\[ I_N=\frac1{M^d}\sum_xG(x),\qquad G(x)=\frac1P\sum_mF\Big(\frac{x+m}{n}\Big). \]
\(G\) has period 1 and integral \(I\). Cost per point is least at \(P^*=\frac{8\ln2}{5}N_R\); diagonalisation costs \(D\) per point.

An integer matrix \(g\) with \(F(gs)=D(g)F(s)\) gives \(G(gx)=D(g)G(x)\). One representative per star of \(x\), weighted by the number of its members, therefore suffices when \(D(g)=1\), as for all eight operations of the model.

The example is a two-band model with Berry curvature \(\Omega\), \(F=2\pi\Omega/a^2\) and Chern number \(C=I=-1\). Unless changed, \(t=0.05\) Ha, \(\delta=0.001\) Ha (half the gap at \(k=0\)), \(a=5\) bohr, \(|R_x|,|R_y|\le L=7\), \(N_R=225\), \(n=16\), \(v=2.0736\) Ha bohr, \(\beta=15.423\) Ha bohr². With \(v'^2=v^2-2\beta\delta\), \(\omega^2=\kappa^2+k^2\), \(\kappa=\delta/v'\) and \(\epsilon_0=\beta\delta/v^2=0.0036\), near \(k=0\)
\[ \Omega\approx-(1+\epsilon_0)\frac{\kappa}{2\omega^3}-\frac{\beta}{2v\,\omega}, \]
and \(\kappa a=0.00242\). The peak carries \(-\frac12\) of \(C\), a broad background the other \(-\frac12\).

The aliasing error of a uniform mesh follows the leading law
\[ C_N-C\approx-\tfrac12\sum_{p\ne0}e^{-\kappa aN|p|}, \]
corrected by the bracket \([1+\epsilon_0+\beta/(vr)]\) at \(r=aN|p|\). For filled bands separated by a gap, an absolute error \(\varepsilon\) requires \(\kappa aN\gtrsim\ln(2/\varepsilon)\), about \(\frac18[\ln(2/\varepsilon)/(\kappa an)]^2\) shifts. The mesh of shifts is now refined locally, governed by a threshold \(\tau\).

## The refinement threshold

Give each shift the square cell of side \(\eta=1/M\) centred on it. A cell with \(\eta^2|G|>\tau\) is split into \(3\times3\) cells, the central one reusing the known value. Children related by symmetry are merged and the step is repeated. The estimate is \(\sum\eta^2G(\text{centre})\).

Expand \(G\) about a centre. Odd and mixed second-order terms vanish on integration, and \(\int\frac12u_1^2\,d^2u=\frac12\eta\cdot\eta^3/12\), so
\[ \text{error}=-\sum_{\text{cells}}\frac{\eta^4}{24}\nabla^2G+O(\eta^6). \]
For \(\tau=2\times10^{-4}\), with finite-difference Laplacians, the sum is \(3.7480\times10^{-4}\) against a true error of \(3.7533\times10^{-4}\). To the same order \(\eta^2\nabla^2G\) is the integral of \(\nabla^2G\) over the cell, which is the flux of \(\nabla G\) through its boundary. Fluxes cancel between neighbours of equal size, so on a uniform periodic mesh this term vanishes and the aliasing error is what remains. On a closed interface with outward flux \(\Phi\), the inner cells give \(-\eta_{\rm in}^2\Phi/24\) and the outer cells, whose normal is reversed, give \(+\eta_{\rm out}^2\Phi/24\):
\[ \text{error}\approx\sum_{\text{interfaces}}\frac{\eta_{\rm out}^2-\eta_{\rm in}^2}{24}\,\Phi . \]
Refinement thus trades exponential convergence for a second-order rule. A negative peak rises outward, \(\Phi>0\), and the refined errors are positive, as found.

The size follows from the peak shape. With \(y=k/\kappa\) and cell side \(\ell=2\pi\eta/(n\kappa a)\), the peak content of a cell is \(\ell^2\gamma(y)\), \(\gamma=-(1+y^2)^{-3/2}/4\pi\). The flux through a circle is \(2\pi y\gamma'=\frac32y^2(1+y^2)^{-5/2}=6\pi|\gamma|\,y^2/(1+y^2)\). Take the background in \(G\) as flat and equal to \(-\frac12\), and the interfaces as circles. Cells of side \(\ell\) are split inside the radius where \(\ell^2|\gamma|=\tau'=\tau-\eta^2/2\), and with \(\ell_{\rm in}^2=\ell^2/9\) that interface contributes
\[ \frac89\cdot\frac{6\pi}{24}\,\tau'\frac{y^2}{1+y^2}=\frac{2\pi}9\,\tau'\frac{y^2}{1+y^2},\qquad(1+y^2)^{3/2}=\frac{\ell^2}{4\pi\tau'} . \]
Start from \(M=8\), \(\ell_0=2\pi/(128\times0.00242)=20.3\), with \(\tau=1.8\times10^{-3}\). The background content \(0.5/64\) exceeds \(\tau\), so every cell is split once; at level 1 it is \(0.87\times10^{-3}\).

| level | \(\ell^2\) | \(10^3\tau'\) | \(1+y^2\) | \(10^3\times\)error |
|---|---|---|---|---|
| 1 | 45.7 | 0.93 | 248 | 0.65 |
| 2 | 5.08 | 1.70 | 38 | 1.16 |
| 3 | 0.564 | 1.79 | 8.6 | 1.10 |
| 4 | 0.0627 | 1.80 | 2.0 | 0.62 |

At level 5, \(\ell^2/4\pi\tau'<1\) and splitting stops, in agreement with the computed depth of 5. The sum \(3.5\times10^{-3}\) compares with the computed \(3.65\times10^{-3}\). Agreement this close is partly fortuitous. The background is not flat: the term \(\beta/2v\omega\) is \(\epsilon_0(1+y^2)\) times the peak term, about \(0.9\) at the level-1 interface, where the cells (\(\ell=6.8\)) are also not small against the radius (\(y\approx16\)). The estimate gives the sign, the scaling with \(\tau\) and the rough size, not the second digit. Dividing \(\tau\) by 9 shifts every level by one and leaves the radii unchanged, so the estimate becomes \(3.9\times10^{-4}\), against \(3.75\times10^{-4}\) computed. The error ratio is 9.74 and the shift ratio 8.37, both tested to lie between 5 and 15.

A split cell of content just above \(\tau\) leaves children near \(\tau/9\), so once all cells are split the count lies roughly between \(\int|G|/\tau\) and nine times that. The computed counts, 1632 and 15296, are \(2.9/\tau\) and \(3.1/\tau\). This estimate does not involve \(\kappa\). In the tail \(y\) shrinks by \(9^{1/3}\) per level, so the number of interfaces, each below \(0.70\tau\), grows as \(\ln(1/\kappa)\), while the uniform cost grows as \(\kappa^{-2}\). The error does not keep growing with it: for \(\ell>1/4\pi\tau\) the estimated radius is smaller than a cell, little more than the central cell is split, and such levels add little. At \(\tau=1.8\times10^{-3}\) the error rises from \(2\tau\) at \(\delta=10^{-3}\) Ha to about \(5\tau\) at \(10^{-5}\) Ha and is no larger at \(10^{-6}\) Ha.

The uniform meshes of equal error have \(N=2640\) and \(3568\), or \(83\cdot84/2=3486\) and \(112\cdot113/2=6328\) shifts. The second was run and gave \(-3.67\times10^{-4}\). The advantage of refinement falls from 14.3 to 3.1. The product of shifts and error is \(0.89\) and \(0.76\). Extrapolating with \(0.8/\varepsilon\), and with \(1/[8(\kappa an)^2]=83.4\), the costs at \(\varepsilon=10^{-4}\) are \(8000\) and \(83.4\times(\ln 2\times10^4)^2\approx8200\). The product is only roughly constant. The two values of \(\tau\) differ by exactly 9, and at other values the count jumps whenever \(\tau\) drops below the background content of a level, as near \(0.5/72^2\approx10^{-4}\), where all cells are split once more. Over \(\tau\) from \(4\times10^{-5}\) to \(1.8\times10^{-3}\) the product ranges from about \(0.7\) to \(1.1\), so the figure of 8000 is uncertain by some 30%. The uniform mesh needs fewer shifts below an error of one to two times \(10^{-4}\). The comparison takes \(n=16\) on both sides; a smaller grid in the refined run, discussed next, would move the crossover in flops to a smaller error.

Refinement also changes the choice of \(n\). A new shift evaluates \(P\) points, and for an isolated peak one of them lies near it. The peak content \(\ell^2\gamma\) depends on the cell size in \(k\) and not on \(n\), whereas a shift costs \(8N_R+5P\log_2P\) per element plus \(PD\), which increases with \(P\). So \(P^*\) minimises cost per point, and cost per accuracy favours a smaller grid for as long as the background of \(G\) stays flat. This argument was not checked numerically.

## When the largest integrand is the wrong guide

The error depends on \(\nabla^2G\) and the criterion on \(|G|\). Adding a constant to \(F\) changes the second and not the first. With \(-1000\) added and \(\tau=0.25\), the constant contributes \(15.6\), \(1.74\) and \(0.193\) per cell at levels 0, 1 and 2, so all cells are split twice, including those far from the peak, while the peak is split only where it adds more than \(0.057\). The result is 705 shifts and an error of \(3.0\times10^{-2}\), eight times that obtained with 243 shifts. A smooth part that dwarfs the peak content, as here, should be removed from the indicator; removing the model's own background of \(-\frac12\) saves shifts but raises the error in proportion and brings no net gain. The quantity \(\eta^4|\nabla^2G|\) ignores constants, at up to four extra evaluations per cell. It was not tried as the splitting rule, but as a correction at \(\tau=2\times10^{-4}\) it leaves \(3.7533-3.7480\approx0.005\) in units of \(10^{-4}\).

A converged mesh can be harmed by refinement, because each interface adds an error of order \(\tau\), which may exceed the aliasing error already reached. For \(\delta=0.02\) Ha, \(\kappa a=5\times0.02/\sqrt{4.300-0.617}=0.0521\), and \(M=16\) has \(\kappa aN=13.3\). The leading law gives \(-3.2\times10^{-6}\), or \(-3.5\times10^{-6}\) with the bracket \(1.08\), and the computed error is \(-3.55\times10^{-6}\) with 45 shifts. With \(\tau=5\times10^{-3}\), \(\ell^2=(2\pi/13.34)^2=0.222\) and \(\tau'=3.05\times10^{-3}\), one interface forms at \(1+y^2=3.2\) and contributes \(0.698\times3.05\times10^{-3}\times0.69=1.47\times10^{-3}\). The computed error is \(1.52\times10^{-3}\) with 88 shifts. Only the rough size of the estimate is meaningful, since the neglected \(\beta/2v\omega\) term is about a quarter of the peak term at this interface and the periodic images of the peak add to the background. For filled bands, if two uniform meshes that satisfy \(\kappa aN\gtrsim\ln(2/\varepsilon)\) already agree to the wanted accuracy, refinement should be left off. Agreement alone is not enough: coarse meshes that all miss a narrow peak return values near the background \(-\frac12\) and can lie close to one another while far from \(C\).

## Symmetry and refinement together

Refining a representative and keeping its weight assumes that \(g\) maps the cell of \(x\) onto the cell of \(gx\). The cell is \(|u_i|\le\eta/2\), and its image stays inside when \(\sum_j|g_{ij}|\le1\) for each row, as the corners show. For an invertible integer matrix this means one entry \(\pm1\) per row, a signed permutation. The square lattice satisfies this, and a run without symmetry reproduces the error \(3.6545\times10^{-3}\) with 1632 shifts in place of 243.

On the hexagonal lattice with \(a_1=(1,0)\), \(a_2=(\frac12,\frac{\sqrt3}2)\), sixfold rotations violate it. Take \(G=2\sum_r\cos2\pi x\cdot r\) over \(r=(1,0),(0,1),(1,-1)\), invariant under \(C_{6v}\) and of integral 0, with \(M=2\). The shifts \((0,\frac12),(\frac12,0),(\frac12,\frac12)\) form one star with \(G=-2\), and \(G(0)=6\), so the unrefined reduced sum \([6+3(-2)]/4=0\) is correct. Complete refinement replaces each value by its cell average, which multiplies each term by \(\sin(\pi r_i/2)/(\pi r_i/2)\) per axis: \(\sigma_1=2/\pi\) for \(r_i=\pm1\) and 1 for \(r_i=0\). The three vectors get \(\sigma_1,\sigma_1,\sigma_1^2\), unequal within a star. The averages are \(2(2\sigma_1+\sigma_1^2)\) at the origin, \(-2\sigma_1^2\) at \((0,\frac12)\) and at \((\frac12,0)\), and \(2(\sigma_1^2-2\sigma_1)\) at \((\frac12,\frac12)\), which add to 0. Using \((0,\frac12)\) with weight 3 gives
\[ \tfrac14\,(4\sigma_1+2\sigma_1^2-6\sigma_1^2)=\sigma_1-\sigma_1^2=0.23134, \]
and \(243\times243\) subcells give \(0.23133\). The refined sum converges to a wrong limit, which a finer subdivision cannot reveal. The operations that are signed permutations form a subgroup of order 4 that no longer merges \((\frac12,\frac12)\) with the other two shifts, and with it the refined sum is zero to rounding. With parallelogram cells on such a lattice, the group for reducing shifts should be restricted to that subgroup before any cell is split.

## Computed values

```
a = 5.0 bohr, t = 0.05 Ha, delta = 0.001 Ha, L = 7, N_R = 225, n = 16
gap 2 delta = 0.0020 Ha = 0.0544 eV
v = 2.0736 Ha bohr, beta = 15.423 Ha bohr^2
kappa = 4.8400e-04 1/bohr, kappa*a = 0.00242
Omega(Gamma) = -2.1498e+06 bohr^2
C (plaquettes, 64x64) = -1; sigma_xy = 1 e^2/h = 3.87405e-05 S
128x128 mesh, 9 fields: max|FFT-direct| = 7.8e-16 a-scaled Ha, time ratio = 18
n = 8 < 2L+1: phase then fold, error 5.0e-16 Ha; fold then phase, error 2.939e-01 Ha
n =  1: executed flops per k = 1800.00
n =  2: executed flops per k = 460.00
n =  4: executed flops per k = 132.50
n =  8: executed flops per k = 58.12
n = 16: executed flops per k = 47.03
n = 32: executed flops per k = 51.76
n = 64: executed flops per k = 60.44
P* = 249.5, best n = 16, direct/factored flops = 38.3
axis-by-axis sum, 64x64: flops per k = 148.1
3D by formula, N_R = 3375, P = 4096: 66.6 vs 27000 flops per k, ratio 405
M = 5: 6 of 25 shifts, C_N = -84.908775 (direct full mesh -84.908775)
M = 8: 15 of 64 shifts, C_N = -33.490418 (direct full mesh -33.490418)
|G(K)-G(C4 K)|: 16x16 grid 8.9e-16, 16x8 grid 0.3284
<vx vx> = 0.094716, <vx vy> = -1.5e-18 (Ha bohr)^2, full mesh
unsymmetrised: xx 0.090073, yy 0.099359, xy 0.001981 (Ha bohr)^2
N = 512: 153 shifts, C_N - C = -1.69296e+00, law -1.68361e+00
N = 1024: 561 shifts, C_N - C = -2.64483e-01, law -2.63201e-01
N = 2048: 2145 shifts, C_N - C = -1.61196e-02, law -1.60503e-02
tau = 1.8e-03: error 3.6545e-03, 243 shifts, depth 5, cells 1632
   equal-error uniform mesh: N = 2640, 3486 shifts, ratio 14.3
tau = 2.0e-04: error 3.7533e-04, 2034 shifts, depth 6, cells 15296
   equal-error uniform mesh: N = 3568, 6328 shifts, ratio 3.1
tau ratio 9: error ratio 9.74, shift ratio 8.37
uniform N = 3568 run: error -3.6719e-04
-sum eta^4 lap G/24 = 3.7480e-04 against true error 3.7533e-04
tau = 1.8e-03 without symmetry: error 3.6545e-03, 1632 shifts
constant -1000 added to F, tau = 0.25: error 3.0462e-02, 705 shifts
delta = 0.02 Ha, M = 16: uniform error -3.551e-06 (45 shifts)
   after refinement, tau = 5.0e-03: error 1.518e-03 (88 shifts)
hexagonal, C6v: unrefined 0.0e+00, refined 0.23133, s - s^2 = 0.23134
hexagonal, cell-preserving subgroup of order 4: refined -5.6e-17
```
